# Why zero-point energy breaks weak bonds in classical trajectories

**Question.** A molecule has a weak bond and a stiff bond. Classical trajectories are started with the zero-point energy of each bond, and their total energy lies below the energy at which quantum mechanics allows the weak bond to break. Why can the weak bond break all the same, and how completely does this happen in a system of two coupled oscillators?

**Answer.** The starting energy is quantized, but the motion that follows is not. Newton's equations treat zero-point energy as ordinary vibrational energy, which the stiff bond can pass to the weak one. In quantum mechanics the stiff bond has a lowest energy that no coupling can remove.

## The mechanism in two harmonic oscillators

Take two equal oscillators with unit mass, unit frequency and $\hbar=1$:

$$H=\tfrac12(p_1^2+q_1^2+p_2^2+q_2^2)+\kappa q_1q_2,\qquad \kappa\ll1 .$$

Define $a_j=(q_j+ip_j)/\sqrt2$, so that $|a_j|^2$ is the energy of oscillator $j$ without the coupling, and also its action $I_j$. Hamilton's equations are $\dot q_1=p_1$ and $\dot p_1=-q_1-\kappa q_2$. With $q_2=(a_2+a_2^*)/\sqrt2$ they give

$$\dot a_1=-ia_1-\tfrac{i\kappa}{2}(a_2+a_2^*),$$

and the same with 1 and 2 exchanged. To leading order $a_1$ and $a_2$ rotate as $e^{-it}$, while $a_2^*$ rotates as $e^{+it}$. The term in $a_2^*$ therefore averages out and leaves corrections of relative order $\kappa$. Without it, the combinations $a_1\pm a_2$ rotate at frequencies $1\pm\kappa/2$, and recombining them gives

$$a_1(t)=e^{-it}\left[a_1(0)\cos\tfrac{\kappa t}{2}-i\,a_2(0)\sin\tfrac{\kappa t}{2}\right].$$

Zero-point energy in both oscillators means $a_j(0)=e^{-i\theta_j}/\sqrt2$. With $\delta=\theta_1-\theta_2$, the two squared terms add to $\tfrac12$. The cross term is $2\cos\frac{\kappa t}{2}\sin\frac{\kappa t}{2}\,\mathrm{Re}(-\tfrac i2e^{i\delta})=\tfrac12\sin\kappa t\,\sin\delta$. Hence

$$I_1(t)=\tfrac12\left[1+\sin(\kappa t)\sin\delta\right].$$

For $\delta=\pi/2$, oscillator 1 rises from $\tfrac12$ to 1 and later falls to 0. It takes all the zero-point energy of its partner and then gives up all its own. The average over $\delta$ stays at $\tfrac12$, so the ensemble mean shows nothing wrong. For $\kappa=0.02$, direct solution of the full equations over one beat gives actions from 0.000 to 1.000. The largest error of the formula at the sampled times and phases is 0.011, about 2% of the initial action.

In quantum mechanics $a_j$ becomes a lowering operator, and the coupling is

$$\kappa q_1q_2=\tfrac\kappa2\left(a_1^\dagger a_2+a_2^\dagger a_1+a_1^\dagger a_2^\dagger+a_1a_2\right).$$

The first two terms exchange energy. Each begins by lowering one oscillator, so each gives zero on the uncoupled ground state. The term $a_1^\dagger a_2^\dagger$ does act, but it creates two quanta at once at an energy cost of 2. Its first-order amplitude is

$$c(t)=-i\,\tfrac\kappa2\int_0^t e^{2it'}dt'=-\tfrac\kappa4\left(e^{2it}-1\right),\qquad |c|^2\le\tfrac{\kappa^2}{4}.$$

This is $1.0\times10^{-4}$ quanta for $\kappa=0.02$, which agrees with the largest excitation found by diagonalization. For $\delta=\pm\pi/2$ the classical exchange is complete to leading order in $\kappa$. From the uncoupled ground state, the quantum exchange is absent apart from this small term.

Two harmonic oscillators later undo the exchange. A bond that can break need not do so: the weak bond may give back the energy it gains, but if the fragments separate first, the exchange can no longer be undone. A correct initial average therefore gives no protection.

## A weak bond and a stiff bond

Let atoms A, B and C lie on a line, with a stiff bond AB and a weak bond BC. Rotation, bending and other electronic states are left out. Let $r$ be the displacement of the AB length from equilibrium, and $R$ that of the distance from C to the centre of mass of AB. These coordinates make the kinetic energy a sum of two squares. Atom B lies a fraction $\gamma=m_A/(m_A+m_B)$ of the AB length from that centre, towards C, so the stretch of the weak bond is $x=R-\gamma r$. In atomic units,

$$H=\underbrace{\frac{P^2}{2\mu}+V(x)}_{E_w}+\underbrace{\frac{p^2}{2M}+\frac{M\omega_s^2r^2}{2}}_{E_s},\qquad V(x)=D(1-e^{-ax})^2 .$$

Here $M=m_Am_B/(m_A+m_B)$ and $\mu=m_C(m_A+m_B)/(m_A+m_B+m_C)$. The coupling is contained in $x$, which depends on $r$.

**The two thresholds.** When C is far away, $V\to D$ and the energy is $D+P^2/2\mu+E_s$. Classically both $P$ and $E_s$ may vanish, so breaking is possible in energy for $E>D$. In quantum mechanics $E_s$ is an oscillator Hamiltonian with lowest eigenvalue $\omega_s/2$, so an escaped part of the wave function has mean energy of at least $D+\omega_s/2$. Its energies come from those present at the start, because energy is conserved. A state built from energies below $D+\omega_s/2$ therefore has no escaping part. Tunnelling does not alter this, since there is no open channel to tunnel into.

The same floor limits the weak bond at all times. In any quantum state $\langle E_s\rangle\ge\omega_s/2$, so $\langle E_w\rangle\le\langle H\rangle-\omega_s/2$. A classical weak bond may hold the whole of $E$.

**The leak.** Hamilton's equations give $\dot r=p/M$ and $\dot p=-\partial H/\partial r=\gamma V'(x)-M\omega_s^2r$. The plus sign arises because $\partial x/\partial r=-\gamma$. Then

$$\frac{dE_s}{dt}=\frac{p\dot p}{M}+M\omega_s^2r\dot r=\gamma\,\frac pM\,V'(x).$$

The stiff bond loses energy when it shortens while the weak bond is stretched ($p<0$, $V'>0$), or lengthens while the weak bond is compressed. Nothing in this expression changes when $E_s$ falls through $\omega_s/2$. Once C is far away $V'\to0$, and the loss becomes permanent.

## The energy condition

The zero-point energy of the Morse bond follows from a nodeless function with $\psi'/\psi=-(b-ce^{-ax})$. Differentiating once more gives

$$\frac{\psi''}{\psi}=(b-ce^{-ax})^2-ac\,e^{-ax}=b^2-(2b+a)c\,e^{-ax}+c^2e^{-2ax}.$$

The Schrödinger equation requires this to equal $2\mu(V-E_{w0})=2\mu(D-E_{w0})-4\mu De^{-ax}+2\mu De^{-2ax}$. Comparing terms gives $c=\sqrt{2\mu D}$, $b=c-a/2$ and $D-E_{w0}=b^2/2\mu$. The harmonic frequency satisfies $\mu\omega_w^2=V''(0)=2a^2D$, so $a/c=\omega_w/2D$ and

$$D-E_{w0}=D\left(1-\frac{\omega_w}{4D}\right)^2,\qquad E_{w0}=\frac{\omega_w}{2}-\frac{\omega_w^2}{16D}.$$

The function is normalizable for $b>0$, that is, for $\omega_w<4D$.

The classical orbit with this energy is also needed. Set $s=e^{ax}$ and $\varepsilon=E_{w0}/D$. Energy conservation for the isolated weak bond, with $\dot s=as\dot x$, reads

$$\dot s^2=\omega_w^2\left[\varepsilon s^2-(s-1)^2\right].$$

Differentiating and dividing by $2\dot s$ gives $\ddot s=\omega_w^2[1-(1-\varepsilon)s]$, a harmonic motion about $1/(1-\varepsilon)$. The turning points are $(1\pm\sqrt\varepsilon)/(1-\varepsilon)$, so

$$e^{ax}=\frac{1+\sqrt\varepsilon\cos\theta}{1-\varepsilon},\qquad \theta=\Omega t+\theta_0,\qquad \Omega=\omega_w\sqrt{1-\varepsilon}.$$

Each trajectory takes $x$ and $P$ from this orbit at a random $\theta$, and $r$ and $p$ from the harmonic orbit of energy $\omega_s/2$ at another random phase. Since $H=E_w+E_s$, all trajectories have the same energy $E=E_{w0}+\omega_s/2$. This is below the quantum threshold because $E_{w0}<D$. It is above the classical threshold when

$$\boxed{\;\frac{\omega_s}{2}>D-E_{w0}=D\left(1-\frac{\omega_w}{4D}\right)^2\;}$$

The condition opens the false channel but does not set its speed.

**When the leak is slow.** To first order in $\gamma$, the energy transfer is driven by the part of $V'(x(t))$ that oscillates near $\omega_s$. Put $z=(1-\sqrt{1-\varepsilon})/\sqrt\varepsilon$, for which $2z/(1+z^2)=\sqrt\varepsilon$. Then $1+\sqrt\varepsilon\cos\theta$ is proportional to $|1+ze^{i\theta}|^2$, and the series of the logarithm gives

$$ax=\text{const}+2\sum_{n\ge1}(-1)^{n+1}\frac{z^n}{n}\cos n\theta .$$

On the isolated orbit $V'=-\mu\ddot x$. Two time derivatives multiply term $n$ by $-n^2\Omega^2$, so the $n$th harmonic of the force has an amplitude proportional to $nz^n$. The relevant harmonic has $n$ near $\omega_s/\Omega$. A stiff bond much faster than the weak one meets only a very small harmonic, and at this order its zero-point energy leaks slowly even if the boxed condition holds. How much faster is enough depends on $z$: on a strongly anharmonic orbit the harmonics fall off slowly, and a frequency ratio of a few is not enough.

## The numbers

Take three atoms of 1 u, so that $\gamma=0.5$, with $D=0.20$ eV, $\hbar\omega_w=0.24$ eV and $\hbar\omega_s=0.30$ eV. These are round model parameters. "Weak" refers to the depth: the force constants $M\omega_s^2$ and $\mu\omega_w^2$ differ by only 17%, and the coupling moves the harmonic normal modes to 0.203 and 0.354 eV. The weak bond holds

$$E_{w0}=\frac{0.24}{2}-\frac{0.24^2}{16\times0.20}=0.120-0.018=0.102\ \text{eV},$$

and the stiff bond holds 0.150 eV. To break, the weak bond needs another $0.200-0.102=0.098$ eV, which is less than the stiff bond has. The total of 0.252 eV is 0.052 eV above the classical threshold of 0.200 eV and 0.098 eV below the quantum threshold of 0.350 eV.

Diagonalization of the coupled Hamiltonian gives a ground state at 0.2574 eV, bound by 0.093 eV. Each trajectory thus has about 0.005 eV less energy than the lowest quantum state.

Of 1000 trajectories, 57% have broken by 0.2 ps, 92% by 0.5 ps and 99.9% by 3 ps. A bond counts as broken when it is stretched by 3.0 Å, so these times include the flight of the atom. With at most 0.052 eV of translational energy, the last 2 Å alone take about 50 fs or more, so the early counts lag well behind the energy transfer. At 0.1 ps the count is 11%. The largest error in total energy at the end is $4\times10^{-5}$ eV, far below the 0.052 eV that matters.

A simple quantum counterpart of this start is the product of the two separate ground states, $\psi(R-\gamma r)\,\phi(r)$. It is not an exact image of the ensemble: $x$ and $p$ do not commute, yet the classical sampling draws them independently. Its mean energy is also higher, 0.266 eV against 0.252 eV, because $p$ acts on $\psi(R-\gamma r)$ as well as on $\phi(r)$ and so adds $\gamma^2\langle P^2\rangle/2M$. Of this product state, 1.9% lies outside the coupled ground state. At most that share could dissociate, against nearly all the trajectories.

Two comparisons, each with 250 trajectories followed for 3 ps, separate the causes. With the starting energies kept and the coupling removed ($\gamma=0$), none broke. With the coupling kept and the stiff bond started at 0.088 eV, the total is 0.190 eV, below $D$, and again none broke. The false breaking needs both the coupling and the energy taken from the stiff bond.

The size of the relevant harmonic is consistent with a fast leak. Here $\sqrt{1-\varepsilon}=1-0.24/0.80=0.70$, so $\hbar\Omega=0.168$ eV and $\omega_s/\Omega=1.8$, close to the second harmonic. With $\varepsilon=0.51$ one finds $z=0.42$, and the second harmonic of the force is $2z=0.84$ times the first. The driving force near $\omega_s$ is therefore not small. This does not show that closeness to the second harmonic causes the fast leak: at such strong coupling the first-order estimate is only a rough guide, and no sharp resonance should be expected. For $n=10$ the factor $nz^n$ would be 0.0017 instead of 0.42 for $n=1$. With the other parameters fixed, raising $\hbar\omega_s$ to 1.0 eV ($\omega_s/\Omega=6$) still breaks about 90% of the trajectories within 1.5 ps, while 1.68 eV (ratio 10) breaks only a few percent.

## What the fragments reveal

After breaking, $E_s=E-D-P^2/2\mu\le E-D$. Here that is at most 0.052 eV, while a real fragment must keep 0.150 eV. The largest value found is 0.052 eV and the mean is 0.026 eV.

The mean is half the maximum, as a statistical exit would give. The outward flux at fixed energy is weighted by $(P/\mu)\,dP\,dr\,dp$. Since $(P/\mu)dP$ is the element of translational energy and $dr\,dp$ integrates to $(2\pi/\omega_s)\,dE_s$, all values of $E_s$ from 0 to $E-D$ are equally likely. Agreement of the mean alone does not establish this distribution.

Whenever $E<D+\omega_s/2$, the bound $E-D$ is below $\omega_s/2$. Rejecting products with less than their zero-point energy would then reject every false event. It would not repair the motion before breaking, nor restore the bound molecules that those trajectories should have represented.

## Relation to real precursor molecules

The model's weak bond is far from typical. Its vibrational quantum exceeds its depth, whereas a metal–ligand stretch has a quantum of roughly some tens of meV and a bond energy of roughly 1 to 3 eV. Because one stiff bond must supply all the missing energy, the model needs $D-E_{w0}$ below $\omega_s/2$, far less than a typical bond energy. The large vibrational quantum of the weak bond reduces this gap and also brings the two frequencies close together, but the energy condition alone does not require it to exceed the depth. In a precursor with many C–H bonds, each C–H stretch alone holds roughly 0.2 eV of zero-point energy, and the sum over all modes can exceed the energy of the weakest bond. The energy condition can then be met, but the mismatch between C–H and metal–ligand stretching frequencies is much larger than in the model, and the energy must collect in one bond out of many. The times of the model do not carry over.

Real molecules are also warm. At 500 K, $k_BT=0.043$ eV, and the Boltzmann factor for the model's binding energy is $e^{-0.0926/0.0431}\approx0.12$. This is not a broken fraction, but it is large enough that real thermal breaking could not be neglected for so weak a bond. At that temperature, breaking is by itself evidence of the leak only if the total energy of the trajectory lies below the quantum threshold. Above it, one must also look at whether the fragment has kept its zero-point energy. The numerical output below lists the remaining values.

## Computed values

```
HARMONIC PAIR (unit frequency, actions in units of hbar)
coupling kappa: 0.020
largest classical action of oscillator 1: 1.000
smallest classical action of oscillator 1: 0.000
largest error of beat formula: 0.0109
largest deviation of phase average from 1/2: 0.00251
largest quantum excitation from ground state: 1.00e-04 quanta
MODEL INPUT AND DERIVED PARAMETERS
mass of each atom: 1.0 u
weak-bond mass mu: 0.6667 u
stiff-bond mass M: 0.5000 u
geometric coupling gamma: 0.500
well depth D: 0.200 eV
weak-bond quantum hbar w_w: 0.240 eV
stiff-bond quantum hbar w_s: 0.300 eV
Morse range parameter a: 4.792 1/angstrom
ENERGIES
weak-bond zero-point energy: 0.1020 eV
stiff-bond zero-point energy: 0.1500 eV
energy of every trajectory: 0.2520 eV
classical threshold: 0.2000 eV
quantum threshold: 0.3500 eV
trajectory energy above classical threshold: 0.0520 eV
trajectory energy below quantum threshold: 0.0980 eV
stiff-bond energy needed to break: 0.0980 eV
coupled quantum ground energy: 0.2574 eV
basis and box shift of ground energy: 5.8e-13 eV
quantum binding energy: 0.0926 eV
product-state weight outside ground state: 1.89 percent
TRAJECTORIES
number in main ensemble: 1000
time step: 0.050 fs
stretch counted as broken: 3.0 angstrom
broken by 0.1 ps: 10.8 percent
broken by 0.2 ps: 57.2 percent
broken by 0.5 ps: 92.2 percent
broken by 1.0 ps: 99.3 percent
broken by 3.0 ps: 99.9 percent
standard error of final fraction: 0.1 percent
broken with coupling off: 0 of 250
total energy in cold control: 0.1900 eV
broken in cold control: 0 of 250
mean fragment vibrational energy: 0.0258 eV
largest fragment vibrational energy: 0.0520 eV
largest total-energy error at end: 4.4e-05 eV
largest work-integral error: 2.5e-05 eV
largest Morse-orbit error after 50 fs: 9.1e-05 angstrom
NEGLECTED THERMAL ENERGY
kT at 500 K: 0.0431 eV
Boltzmann factor of binding energy: 0.117
```
